\section*{Reduced electronic stopping of boron in silicon: recoil and reduced energy}

\section{Problem}

A boron-11 ion moves slowly through silicon-28. The ion has nuclear charge $Z_1=5$, mass $M_1$, speed $v$ and kinetic energy $E$; the target atoms have $Z_2=14$ and mass $M_2$, and there are $N$ of them per unit volume. The algebra uses atomic units, in which $\hbar$, the electron mass $m_e$ and $e^2/(4\pi\varepsilon_0)$ equal one.

The energy lost to electrons along the path $R$ defines the electronic stopping cross section $S_e$, for which the Lindhard-Scharff model gives
\begin{equation}
-\frac{dE}{dR}=N S_e,\qquad
S_e=8\pi\,\xi\,\frac{Z_1Z_2}{D^{3/2}}\,v,\qquad
D=Z_1^{2/3}+Z_2^{2/3},\qquad \xi=Z_1^{1/6}.
\label{eq:LS}
\end{equation}
The two atoms screen each other over the length
\begin{equation}
a=\frac{c}{D^{1/2}},\qquad c=\left(\frac{9\pi^2}{128}\right)^{1/3}.
\label{eq:a}
\end{equation}

Two dimensionless variables replace $E$ and $R$. The reduced energy is $\varepsilon=a/b$, where $b$ is the distance at which the bare Coulomb repulsion would stop the approach of an ion heading straight at a target nucleus that is initially at rest and free to recoil. The reduced path length is $\rho=\pi a^2N\gamma R$, where $\gamma$ is the largest fraction of its energy that the ion can give to a target atom in one elastic collision.

Show that $-d\varepsilon/d\rho=k\,\varepsilon^{1/2}$, find $k$, and evaluate it to two decimals. Then find the electronic energy loss of a 10~keV ion.

\section{A tempting solution, which is wrong}

Electronic stopping is a loss of laboratory energy, so it seems natural to use the laboratory energy throughout. At the turning point the energy $E$ has been converted into Coulomb energy, $Z_1Z_2/b'=E$, and therefore
\begin{equation}
\varepsilon'=\frac{a}{b'}=\frac{aE}{Z_1Z_2}.
\label{eq:wrongeps}
\end{equation}
The largest energy transfer is the familiar $\gamma=4M_1M_2/(M_1+M_2)^2$. Dividing the loss of $\varepsilon'$ per path by $d\rho/dR=\pi a^2N\gamma$ gives
\begin{align}
-\frac{d\varepsilon'}{d\rho}
&=\frac{a}{Z_1Z_2}\,\frac{N S_e}{\pi a^2N\gamma}
=\frac{S_e\,(M_1+M_2)^2}{4\pi a\,Z_1Z_2M_1M_2}\nonumber\\
&=\frac{2\xi\,(M_1+M_2)^2}{a\,D^{3/2}M_1M_2}\,v .
\end{align}
With $v=(2E/M_1)^{1/2}=[2Z_1Z_2\varepsilon'/(aM_1)]^{1/2}$ the right side is $k'\varepsilon'^{1/2}$, where
\begin{equation}
k'=\frac{2\sqrt2\,\xi\,(Z_1Z_2)^{1/2}(M_1+M_2)^2}
{a^{3/2}D^{3/2}M_1^{3/2}M_2}.
\label{eq:wrongk}
\end{equation}
For boron in silicon this yields $k'=0.255$. The square-root law has come out, and the size of the number raises no suspicion.

\section{Where it fails}

The faulty step is $Z_1Z_2/b'=E$. It would be right for a target nucleus held fixed. A free nucleus is pushed forward while the ion approaches. At closest approach the relative velocity is zero, but the two particles still move together with the velocity of their centre of mass,
\begin{equation}
V=\frac{M_1v}{M_1+M_2}.
\end{equation}
The kinetic energy of this common motion is not available for the approach. It amounts to
\begin{equation}
\tfrac12(M_1+M_2)V^2=\frac{M_1^2v^2}{2(M_1+M_2)}=\frac{M_1}{M_1+M_2}\,E ,
\end{equation}
which for masses 11 and 28 is $11/39$, or 28 percent, of $E$. What remains is the energy of relative motion, so the correct turning point obeys
\begin{equation}
\frac{Z_1Z_2}{b}=\frac{M_2}{M_1+M_2}\,E,
\qquad
\varepsilon=\frac ab=\frac{a\,M_2\,E}{Z_1Z_2\,(M_1+M_2)} .
\label{eq:eps}
\end{equation}

It is true that the electrons take energy from the ion in the laboratory. That fact enters through $dE/dR$. The scale on which $E$ is measured is a separate matter, fixed by a collision between two atoms. The tempting solution also contradicts itself: it lets the target recoil in $\gamma$ and holds it fixed in $\varepsilon'$.

\section{The ingredients of the right solution}

\subsection{The largest energy transfer}

In the centre-of-mass frame the target atom arrives with velocity $-V$. A head-on elastic collision reverses it to $+V$, which is $2V$ in the laboratory. Hence
\begin{equation}
\gamma=\frac{\tfrac12M_2(2V)^2}{\tfrac12M_1v^2}
=\frac{4M_1M_2}{(M_1+M_2)^2},
\qquad
\frac{d\rho}{dR}=\frac{4\pi a^2N M_1M_2}{(M_1+M_2)^2}.
\label{eq:rho}
\end{equation}

\subsection{Why the loss is proportional to speed}

The prefactor in Eq.~\eqref{eq:LS} and the factor $\xi$ are premises of the model and are not derived here. The proportionality to $v$ can be understood from a heavy ion in a degenerate electron gas of density $n=k_F^3/(3\pi^2)$. In the ion's frame an electron has velocity $\mathbf u$ and scatters elastically from a static screened potential. Let $\sigma_{\rm tr}(u)$ be the cross section weighted with $1-\cos\theta$, where $\theta$ is the scattering angle. Electrons of velocity $\mathbf u$ then deliver momentum to the ion at the rate $u\,\sigma_{\rm tr}(u)\,\mathbf u$ per unit density.

The Pauli principle does not alter the sum. It multiplies each transition $\mathbf u\to\mathbf u'$ by $1-f(\mathbf u')$, where $f$ is the occupation. The extra term contains $f(\mathbf u)f(\mathbf u')(\mathbf u-\mathbf u')$, which changes sign when the two velocities are exchanged, while the transition rate in a central potential does not. It therefore sums to zero.

In this frame the Fermi sphere is displaced by $-\mathbf v$. With $\mu$ the cosine of the angle between $\mathbf u$ and $\mathbf v$, the occupation to first order in $v$ is
\begin{equation}
f=\Theta(k_F-|\mathbf u+\mathbf v|)\simeq\Theta(k_F-u)-v\mu\,\delta(u-k_F).
\end{equation}
The first term is isotropic and exerts no force. The drag, counted positive against $\mathbf v$, comes from the second:
\begin{align}
F&=-\int\frac{2\,d^3u}{(2\pi)^3}\,u^2\mu\,\sigma_{\rm tr}(u)\,
\bigl[-v\mu\,\delta(u-k_F)\bigr]\nonumber\\
&=\frac{v}{4\pi^3}\,k_F^4\,\sigma_{\rm tr}(k_F)\;2\pi\!\int_{-1}^{1}\!\mu^2d\mu
=\frac{v\,k_F^4\,\sigma_{\rm tr}(k_F)}{3\pi^2}
=n\,v\,k_F\,\sigma_{\rm tr}(k_F).
\label{eq:drag}
\end{align}
The drag is the energy lost per path, so to leading order the loss is linear in $v$. Reversing $\mathbf v$ reverses the force, so $F/v$ is even in $v$ and its first correction is quadratic for a smooth $\sigma_{\rm tr}$. For the trial form $\sigma_{\rm tr}=(1+u^2)^{-2}$ with $k_F=1$, the full integral over the displaced sphere is 0.9998 of the linear law at $v/k_F=0.02$, 0.996 at 0.1 and 0.906 at 0.5. The expansion thus guarantees the linear law only for $v\ll k_F$. How far it holds beyond that depends on $\sigma_{\rm tr}$: for $\sigma_{\rm tr}\propto1/u$ the drag is linear at every speed.

\subsection{The screening constant}

The constant $c$ comes from the Thomas-Fermi atom. In a neutral atom with electrostatic potential $\phi$, electrons fill all states up to zero total energy, so the local Fermi momentum obeys $k_F^2/2=\phi$ and $n=(2\phi)^{3/2}/(3\pi^2)$. The electrons are negative, so Poisson's equation reads $\nabla^2\phi=4\pi n$. Put $\phi=Z\chi(x)/r$ with $r=\ell x$. Since $\nabla^2\phi=r^{-1}d^2(r\phi)/dr^2$,
\begin{equation}
\frac{Z\chi''}{\ell^3x}=\frac{4}{3\pi}\left(\frac{2Z\chi}{\ell x}\right)^{3/2}
\quad\Longrightarrow\quad
\chi''=\frac{8\sqrt2}{3\pi}\,Z^{1/2}\ell^{3/2}\,\frac{\chi^{3/2}}{x^{1/2}} .
\end{equation}
The equation is free of $Z$ when the coefficient is one, that is, when
\begin{equation}
\ell=c\,Z^{-1/3},\qquad c^{3/2}=\frac{3\pi}{8\sqrt2},\qquad c=0.88534 .
\label{eq:c}
\end{equation}
Squaring $c^{3/2}$ gives $c^3=9\pi^2/128$, as in Eq.~\eqref{eq:a}. As a test of $c$, the equation was solved for $Z=14$ from the rounded starting slope $\chi'(0)=-1.588$, and the density was integrated out to $5\ell$. The integral and Gauss's law applied to the potential both give 11.291 electrons. Any solution of the scaled equation with $\chi(0)=1$ that stays finite out to $5\ell$ must show this agreement, whatever its slope. The count itself is sensitive to the slope: the more accurate value $\chi'(0)=-1.588071$ of the neutral atom gives 11.25. For a single atom $\ell=c/(Z^{2/3})^{1/2}$. Replacing $Z^{2/3}$ by the sum $D$ for a pair is a convention, which returns the single-atom length when one charge goes to zero.

\section{The right solution}

\subsection{The formula}

From Eq.~\eqref{eq:eps}, $d\varepsilon/dE=aM_2/[Z_1Z_2(M_1+M_2)]$. The chain rule with Eq.~\eqref{eq:rho} gives
\begin{align}
-\frac{d\varepsilon}{d\rho}
&=\frac{d\varepsilon}{dE}\,\frac{N S_e}{d\rho/dR}
=\frac{aM_2}{Z_1Z_2(M_1+M_2)}\,
\frac{S_e\,(M_1+M_2)^2}{4\pi a^2M_1M_2}\nonumber\\
&=\frac{S_e\,(M_1+M_2)}{4\pi a\,Z_1Z_2M_1}
=\frac{2\xi\,(M_1+M_2)}{a\,D^{3/2}M_1}\,v .
\label{eq:chain}
\end{align}
The density has cancelled, and the last form uses Eq.~\eqref{eq:LS}. Solving Eq.~\eqref{eq:eps} for $E$ expresses the speed through $\varepsilon$:
\begin{equation}
v=\left(\frac{2E}{M_1}\right)^{1/2}
=\left(\frac{2Z_1Z_2(M_1+M_2)}{a\,M_1M_2}\right)^{1/2}\varepsilon^{1/2}.
\end{equation}
Inserting this proves the square-root law, with
\begin{equation}
k=\frac{2\sqrt2\,\xi\,(Z_1Z_2)^{1/2}(M_1+M_2)^{3/2}}
{a^{3/2}D^{3/2}M_1^{3/2}M_2^{1/2}} .
\label{eq:kM}
\end{equation}

Three replacements make this ready for numbers. First, $a^{3/2}=c^{3/2}D^{-3/4}$ leaves $D^{3/4}$ in the denominator, and by Eq.~\eqref{eq:c}
\begin{equation}
\frac{2\sqrt2}{c^{3/2}}=2\sqrt2\,\frac{8\sqrt2}{3\pi}=\frac{32}{3\pi}.
\end{equation}
Second, $\xi(Z_1Z_2)^{1/2}=Z_1^{1/6+1/2}Z_2^{1/2}=Z_1^{2/3}Z_2^{1/2}$. Third, atomic units measure mass in electron masses, so $M_i=A_iu/m_e$, where $u$ is the atomic mass constant and $A_i$ the mass number. The masses enter with total power $\tfrac32-\tfrac32-\tfrac12=-\tfrac12$, which leaves a factor $(m_e/u)^{1/2}$. The result is
\begin{equation}
k=C\,\frac{Z_1^{2/3}Z_2^{1/2}(A_1+A_2)^{3/2}}
{D^{3/4}A_1^{3/2}A_2^{1/2}},\qquad
C=\frac{32}{3\pi}\left(\frac{m_e}{u}\right)^{1/2}.
\label{eq:k}
\end{equation}

\subsection{The value}

With $u/m_e=1822.888$ the prefactor is $C=3.39531/\sqrt{1822.888}=0.07952$. The charges give $D=2.92402+5.80879=8.73280$ and $D^{3/4}=5.08002$. Therefore
\begin{equation}
k=0.07952\times
\frac{2.92402\times3.74166\times243.555}{5.08002\times36.4829\times5.29150}
=0.07952\times\frac{2664.66}{980.69}=0.216 ,
\end{equation}
or $k\approx0.22$.

The ratio of Eqs.~\eqref{eq:wrongk} and \eqref{eq:kM} is
\begin{equation}
\frac{k'}{k}=\left(\frac{M_1+M_2}{M_2}\right)^{1/2}
=\left(\frac{39}{28}\right)^{1/2}=1.18 ,
\end{equation}
so the neglected recoil raised the coefficient by 18 percent. The error vanishes for $M_1\ll M_2$, where the target hardly recoils, and grows without bound in the opposite limit.

\section{A 10 keV ion}

The screening length is $a=0.1585$~\AA. Of the 10000~eV, the part $28/39$, or 7179~eV, belongs to the relative motion. The reduced energy is $\varepsilon=1.129$, so the head-on Coulomb distance $b=a/\varepsilon=0.140$~\AA\ is a little shorter than the screening length.

For the density take the rough value $N=0.05$ atoms per cubic angstrom. With $\gamma=0.810$,
\begin{equation}
\frac{d\rho}{dR}=\pi a^2N\gamma
=\pi\,(0.15854)^2(0.05)(0.80999)=0.003198\ \text{\AA}^{-1}.
\end{equation}
Since $\varepsilon$ is proportional to $E$, $dE/d\varepsilon=E/\varepsilon$, and
\begin{equation}
-\frac{dE}{dR}=\frac E\varepsilon\;k\,\varepsilon^{1/2}\,\frac{d\rho}{dR}
=\frac{10000}{1.1292}\times0.2296\times0.003198
=6.5\ \text{eV/\AA}.
\end{equation}
Dividing by $N$ gives $S_e=130$~eV\,\AA$^2$, the value that also follows directly from Eq.~\eqref{eq:LS}.

The incorrect pair $\varepsilon',k'$, used consistently, would return the same energy loss, because it is a change of variable in the same law. Harm is done when $k'$ is combined with the correctly defined $\varepsilon$: the loss then becomes $1.18\times6.5=7.7$~eV/\AA.

Over a finite path the law integrates to a straight line in $\varepsilon^{1/2}$:
\begin{equation}
\frac{d\varepsilon^{1/2}}{d\rho}=\frac{1}{2\varepsilon^{1/2}}\frac{d\varepsilon}{d\rho}
=-\frac k2
\quad\Longrightarrow\quad
\varepsilon_1^{1/2}=\varepsilon_0^{1/2}-\frac{k\rho}{2}.
\end{equation}
A path of 500~\AA\ has $\rho=1.599$, so $\varepsilon^{1/2}$ falls from 1.0627 to $1.0627-0.1728=0.8899$. Counting the electronic loss alone, the energy falls by the factor $(0.8899/1.0627)^2=0.701$, to about 7010~eV. The loss is smaller than $500\times6.5=3250$~eV because the ion is retarded less as it slows.

This relation also supplies a test of $k$. The dimensional loss was integrated in electronvolts and angstroms, and $k$ was extracted from the end points. Starts at 10 and 100~keV, and a doubled density at 10~keV, all give 0.21608, the value of Eq.~\eqref{eq:k}. These figures stand in the numerical output.

With electronic loss alone the ion would stop at $\rho=2\varepsilon_0^{1/2}/k=9.84$, a path of about 3100~\AA. This is not an implantation depth: collisions with nuclei take further energy and shorten the path, and they also bend it. At 10~keV they are the larger loss. Screened Coulomb potentials give a mean nuclear loss of 8 to 9~eV/\AA, against 6.5~eV/\AA\ to electrons. With both losses counted as continuous averages, the ion keeps only about 3~keV after 500~\AA, and with Moli\`ere screening it stops after a path of roughly 700~\AA.

\section{What the number depends on}

For an ion in a target of its own kind, $Z_1=Z_2=Z$ and $A_1=A_2=A$, Eq.~\eqref{eq:k} reduces to
\begin{equation}
k=C\,\frac{Z^{7/6}(2A)^{3/2}}{(2Z^{2/3})^{3/4}A^2}
=2^{3/4}\,C\,\frac{Z^{2/3}}{A^{1/2}} .
\end{equation}
Silicon in silicon has $k=1.682\times0.07952\times5.809/5.292=0.147$. Boron has the larger coefficient although its charge factor $Z_1^{2/3}Z_2^{1/2}/D^{3/4}$ is smaller, 2.15 against 3.45. Its mass factor, 1.26 against 0.53, more than compensates.

For $M_2\gg M_1$ at fixed charges, $k$ grows in proportion to $A_2$, while $S_e$ at a given speed does not depend on $A_2$ at all. The growth belongs to the variable $\rho$: a heavy target atom takes up little energy, $\gamma\to4M_1/M_2$, so a unit of $\rho$ covers a longer path. A large $k$ therefore does not by itself mean a large loss per angstrom.

Using mass numbers for the masses is harmless. Changes of 0.1 percent in both masses alter $k$ by at most 0.17 percent. The factor $\xi$ matters far more. Here $\xi=5^{1/6}=1.308$, and setting it to one would give $k=0.165$. The second decimal of 0.22 thus describes the model with its stated $\xi$, not the accuracy with which it represents real silicon. The model leaves out the shell structure of the ion, the channels of the crystal and the bonding of the target electrons.

The law also fails for fast ions. A Thomas-Fermi atom has a size of order $Z_1^{-1/3}$, hence a potential of order $Z_1^{4/3}$ and electron speeds of order $Z_1^{2/3}$. An ion moving at that speed can no longer be expected to keep all its electrons, although the most tightly bound ones may remain. For boron the corresponding energy is about 2.3~MeV. This is a scale, not a sharp limit, and a generous one: in Hartree-Fock theory the 2s and 2p electrons of boron have root-mean-square speeds of only 1.4 and 1.2 atomic units, which the ion reaches at 0.4 to 0.5~MeV. The electron-gas argument for the linear law sets a lower scale still, since it assumed $v\ll k_F$. Four valence electrons per atom at the density used above give $k_F=0.96$, which the ion reaches at about 250~keV. At 10~keV the speed is 0.19 atomic units, so $v/k_F=0.20$; at 100~keV $v/k_F=0.63$, no longer small. The electron gas also has no band gap, whereas silicon has one.

\section*{Numbers as computed}
\begin{verbatim}
Z1, A1, Z2, A2: 5, 11, 14, 28
Thomas-Fermi constant c: 0.88534
atomic mass constant / electron mass: 1822.888
32/(3 pi): 3.39531
prefactor C: 0.07952
Z1^(2/3): 2.92402
Z2^(2/3): 5.80879
D: 8.73280
D^(3/4): 5.08002
Z2^(1/2): 3.74166
(A1+A2)^(3/2): 243.5549
A1^(3/2): 36.4829
A2^(1/2): 5.29150
numerator without C: 2664.655
denominator: 980.694
k from closed formula: 0.21608
k to two decimals: 0.22
xi = Z1^(1/6): 1.30766
k if xi were 1: 0.16524
largest k change for 0.1% mass errors: 0.166 %
screening length a: 0.15854 angstrom
ion energy: 10000 eV
reduced energy eps: 1.12922
ion speed: 0.19145 atomic units
S_e: 130.052 eV angstrom^2
rough silicon density: 0.05 atoms/angstrom^3
electronic energy loss: 6.503 eV/angstrom
k sqrt(eps): 0.22961
energy at v = Z1^(2/3) a.u.: 2.333e+06 eV
transfer fraction gamma: 0.80999
path length in integration: 500 angstrom
path start 10000 eV, density 0.05 /angstrom^3:
  end 7012.96 eV, rho 1.59897, k 0.21608
path start 100000 eV, density 0.05 /angstrom^3:
  end 89982.73 eV, rho 1.59897, k 0.21608
path start 10000 eV, density 0.10 /angstrom^3:
  end 4554.48 eV, rho 3.19795, k 0.21608
drag/linear law at v/k_F = 0.02: 0.99984
drag/linear law at v/k_F = 0.1: 0.99601
drag/linear law at v/k_F = 0.5: 0.90596
TF electrons within 5 lengths, density integral: 11.29103
TF electrons within 5 lengths, Gauss's law: 11.29103
\end{verbatim}
